# Equivalent oxide thickness of a linearly graded dielectric layer

**Problem.** An insulating layer of thickness $t=1$ nm lies between silicon, at $x=0$, and a metal gate, at $x=t$. Its composition changes gradually from silicon dioxide to hafnium dioxide, so that its relative permittivity rises linearly from $k_0=3.9$ to $k_1=20$:

$$k(x)=k_0+(k_1-k_0)\frac{x}{t}.$$

The equivalent oxide thickness (EOT) of a layer is the thickness of uniform silicon dioxide, with $k_{ox}=3.9$, that has the same capacitance per area. Find the EOT of the graded layer. Treat silicon and gate as ideal plates, and the permittivity as local, static and independent of the field.

## A tempting solution

A uniform layer has $C/A=\varepsilon_0k/t$. The permittivity here varies, so one inserts its average,

$$\bar k=\frac1t\int_0^t k(x)\,dx=\frac{k_0+k_1}{2}=\frac{3.9+20}{2}=11.95 .$$

Equating $\varepsilon_0\bar k/t$ to $\varepsilon_0k_{ox}/\mathrm{EOT}$ gives

$$\mathrm{EOT}=\frac{k_{ox}\,t}{\bar k}=\frac{3.9\times1\ \text{nm}}{11.95}=0.326\ \text{nm}.$$

## Where it fails

The average is computed correctly, but it answers another question. Suppose that the field were uniform, $E=V/t$. The displacement would then be $D(x)=\varepsilon_0k(x)V/t$, and its average over the layer would be $\varepsilon_0\bar kV/t$. The tempting solution takes this average for the plate charge. Such a $D$ would grow by a factor $20/3.9=5.1$ across the layer. By Gauss's law, $dD/dx$ equals the density of free charge, so free charge would have to be spread through the insulator. None was assumed.

The arithmetic mean is right for a different geometry: strips of different permittivity side by side, each reaching from plate to plate. They share the same voltage and are capacitors in parallel. In our layer the permittivity changes along the field, and thin slices follow one another in series.

## The right solution

**Uniform displacement.** Without free charge in the layer, $dD/dx=0$, so $D$ has one value throughout. Fields and voltages are quoted as magnitudes. The field is

$$E(x)=\frac{D}{\varepsilon_0k(x)},$$

which is largest where the permittivity is smallest.

**Capacitance.** The voltage is the integral of the field,

$$V=\int_0^tE\,dx=\frac{D}{\varepsilon_0}\int_0^t\frac{dx}{k(x)} .$$

At an ideal plate the charge per area is $Q=D$. Hence

$$\frac CA=\frac QV=\frac{\varepsilon_0}{\int_0^tdx/k(x)} .$$

Setting this equal to $\varepsilon_0k_{ox}/\mathrm{EOT}$ and solving for the EOT,

$$\mathrm{EOT}=k_{ox}\int_0^t\frac{dx}{k(x)} .$$

It is the inverse permittivity that must be integrated.

**The integral.** For the linear profile, $dk=(k_1-k_0)\,dx/t$, so $dx=t\,dk/(k_1-k_0)$. The limits $x=0$ and $x=t$ become $k_0$ and $k_1$:

$$\mathrm{EOT}=\frac{k_{ox}t}{k_1-k_0}\int_{k_0}^{k_1}\frac{dk}{k}
=k_{ox}\,t\,\frac{\ln(k_1/k_0)}{k_1-k_0}.$$

With $\ln(20/3.9)=1.6348$,

$$\mathrm{EOT}=\frac{3.9\times1\ \text{nm}\times1.6348}{16.1}=0.396\ \text{nm}\approx0.40\ \text{nm}.$$

A numerical solution of $\frac{d}{dx}\left(k\frac{d\phi}{dx}\right)=0$ for the potential $\phi$, with the same end values of $k$, also gives 0.39600 nm. The layer acts like a uniform one with

$$k_{\text{eff}}=\frac{k_1-k_0}{\ln(k_1/k_0)}=9.85,$$

not 11.95. The tempting answer is 17.6 % too small relative to the correct one.

## How large is the error in general?

Let $\delta=(k_1-k_0)/(k_1+k_0)$. Then $k_1=\bar k(1+\delta)$ and $k_0=\bar k(1-\delta)$, so $k_1-k_0=2\bar k\delta$ and

$$\ln\frac{k_1}{k_0}=\ln\frac{1+\delta}{1-\delta}=2\left(\delta+\frac{\delta^3}{3}+\frac{\delta^5}{5}+\dots\right).$$

Dividing the second expression by the first,

$$\mathrm{EOT}=\frac{k_{ox}t}{\bar k}\left(1+\frac{\delta^2}{3}+\frac{\delta^4}{5}+\dots\right).$$

For weak grading the arithmetic mean is therefore good to first order in $\delta$, and for $\delta\to0$ the uniform layer is recovered. Here $\delta=16.1/23.9=0.67$, and the correction is no longer small. All its terms are positive, so for linear grading the mean permittivity underestimates the EOT.

## Where the voltage drops

Integrating the field from the silicon side to $x$, with the same substitution, gives the voltage dropped up to that depth:

$$V(x)=\frac{D}{\varepsilon_0}\,\frac{t}{k_1-k_0}\ln\frac{k(x)}{k_0}
=V\,\frac{\ln[k(x)/k_0]}{\ln(k_1/k_0)} .$$

The second form follows on dividing by the same expression at $x=t$. Half the voltage has dropped when $\ln(k/k_0)=\tfrac12\ln(k_1/k_0)$, that is, at $k=\sqrt{k_0k_1}=8.83$. The depth is

$$x=\frac{8.83-3.9}{16.1}\times1\ \text{nm}=0.31\ \text{nm}.$$

The first third of the layer thus carries about half the voltage.

Take $V=0.30$ V across the layer. The capacitance per area is $\varepsilon_0k_{ox}/\mathrm{EOT}=8.72$ µF/cm², and the charge is $8.72\times0.30=2.62$ µC/cm², or $1.63\times10^{13}$ electrons per cm². Since $D=\varepsilon_0k_{ox}V/\mathrm{EOT}$, the field at the silicon face is

$$E(0)=\frac{k_{ox}}{k_0}\frac{V}{\mathrm{EOT}}=\frac{0.30\ \text{V}}{0.396\ \text{nm}}=7.6\ \text{MV/cm},$$

where $k_{ox}=k_0$ and 1 V/nm = 10 MV/cm were used. At the gate face it is smaller by the factor $3.9/20$, namely 1.5 MV/cm.

Reversing the grading replaces $x$ by $t-x$ in the integral and leaves the EOT unchanged. It does move the strongest field to the gate face.

## What the answer means for a real gate stack

The end values describe a transition from silicon dioxide to hafnium dioxide, for which 20 is a rough typical permittivity. The result of 0.40 nm belongs to the dielectric alone. Four of the assumptions behind it deserve a size.

**Profile.** A layer of 1 nm holds few atomic planes, and a smooth $k(x)$ is an idealization. Four uniform steps of 0.25 nm, each with the permittivity of its midpoint, give 0.387 nm, a change of about 2 %. The shape of the grading can matter more. Keep the end values and add $4b\,(x/t)(1-x/t)$ to $k$, which shifts it by $b$ at mid-layer. The EOT becomes 0.35 nm for $b=+2$ and 0.46 nm for $b=-2$. A composition that varies linearly does not guarantee a linear permittivity, so the second digit of 0.40 nm depends on the stated profile.

**Breakdown.** If the low-permittivity face fails near 10 MV/cm, a rough limit taken from thicker silicon dioxide films (very thin ones can bear more), the layer can bear $1\ \text{V/nm}\times0.396\ \text{nm}=0.40$ V. The example is at three quarters of that.

**Silicon is not an ideal plate.** Its electrons occupy quantized states near the interface, and adding charge raises their energy. This costs extra gate voltage and acts as a capacitor in series. For a (100) surface, suppose that all electrons are in the lowest subband at low temperature, and neglect depletion charge. The field in silicon falls from $Q/\varepsilon_{Si}$ at the interface to zero behind the electrons. Replace it by its half-value $F=Q/(2\varepsilon_{Si})$, which is 1.26 MV/cm for a silicon permittivity of 11.7. The lowest level in this triangular well, with a hard wall at the interface, is

$$E_1=2.338\left(\frac{\hbar^2q^2F^2}{2m}\right)^{1/3}=0.204\ \text{eV},\qquad m=0.92\,m_0,$$

where $q$ is the elementary charge, $m_0$ the free-electron mass and $-2.338$ the first zero of the Airy function. Filling the subband takes a further $E_F=0.103$ eV. This follows from the constant density of states $2m_\parallel/(\pi\hbar^2)$, with two valleys, two spins and $m_\parallel=0.19\,m_0$.

Because $F\propto Q$, we have $E_1\propto Q^{2/3}$ and $dE_1/dQ=2E_1/(3Q)$. Because $E_F\propto Q$, $dE_F/dQ=E_F/Q$. A series element with inverse capacitance $dV/dQ$ adds $k_{ox}\varepsilon_0\,dV/dQ$ to the EOT. With the energies expressed in volts,

$$\Delta\mathrm{EOT}=\frac{k_{ox}\varepsilon_0}{Q}\left(\frac23E_1+E_F\right).$$

The prefactor equals $\mathrm{EOT}/V=0.396/0.30=1.32$ nm/V, so

$$\Delta\mathrm{EOT}=1.32\,(0.136+0.103)\ \text{nm}=0.18\ \text{nm}+0.14\ \text{nm}.$$

The electrical thickness seen in a capacitance measurement would be about 0.7 nm rather than 0.4 nm. This is an estimate. In the triangular well the next subband belongs to the four other valleys, whose mass normal to the surface is $0.19\,m_0$. It starts 0.141 eV above $E_1$, only 0.038 eV above the filling level, while the thermal energy at 300 K is 0.026 eV. Some electrons therefore occupy higher subbands at room temperature. Near the interface the real field is stronger than the half-value $F$, so the triangular well puts $E_1$ too low. Farther out the real well flattens, as the field falls. This brings the higher subbands closer to the lowest. Without depletion charge the well even has a finite depth, $q(Q/\varepsilon_{Si})\langle z\rangle=2qF\langle z\rangle$, where $\langle z\rangle$ is the mean distance of the electrons from the interface. The triangular state has $\langle z\rangle=2E_1/(3qF)$, which puts the top of the well at $4E_1/3$, only about 0.07 eV above $E_1$ and below the filling level. The lowest subband therefore cannot hold all the electrons, and higher subbands are occupied even at low temperature. The first term of $\Delta\mathrm{EOT}$ is thus too small and the second too large. Field penetration into the metal gate is also left out.

**Tunnelling.** Let the conduction-band offset fall linearly from 3.1 eV to 1.5 eV across the layer, and take a tunnelling mass of $0.4\,m_0$; all three are rough values. The barrier $\Phi(x)$ seen by an electron is this offset minus $E_1$ and minus the energy $qV(x)$. The semiclassical transmission is

$$T\approx\exp\left[-\frac{2}{\hbar}\int_0^t\sqrt{2(0.4\,m_0)\,\Phi(x)}\;dx\right]=1.4\times10^{-4}.$$

A full scattering calculation for the same barrier, with a rough kinetic energy of 5 eV in the gate, gives $1.9\times10^{-4}$. An electron in the well strikes the interface with momentum $p=\sqrt{2mE_1}$, and the force $qF$ needs a time $2p/(qF)$ to turn it round and bring it back. The attempt frequency is therefore $f=qF/(2p)=4.3\times10^{13}$ Hz. If the gate offers empty states at these energies, so that no electrons return, the leakage current density is roughly

$$J\approx Q f T\approx2\times10^4\ \text{A/cm}^2 .$$

This is far too much for a logic gate. It would also hamper a capacitance measurement. Even an alternating voltage with the full amplitude $V=0.30$ V and frequency $\nu$ drives a capacitive current density of amplitude only $2\pi\nu Q$, which exceeds $J$ only above about 1 GHz.

The graded layer is therefore realistic as a transition region beneath further high-permittivity material, not as a complete gate insulator. The integral of $1/k$ shows what the addition costs. A further 2 nm with $k=20$ adds $3.9\times2/20=0.39$ nm, and the EOT of the combined dielectric becomes about 0.79 nm. At a fixed total voltage, the graded part then carries about half of it.

Fixed charge trapped in the layer would make $D$ depend on $x$. If that charge does not respond to the applied voltage, however, a change of voltage still changes $D$ by the same amount everywhere. The small-signal capacitance of the dielectric, and with it the EOT, is unaffected. Charge that follows the voltage breaks this argument, and the integral of $1/k$ alone then no longer gives the capacitance.

The main values used here are listed in the numerical output below.

## Numbers as computed

```
Layer thickness: 1.0 nm
Permittivity, low and high ends: 3.9, 20.0
ln(k1/k0): 1.63476
EOT, formula: 0.39600 nm
EOT, differential equation: 0.39600 nm
EOT, quadrature: 0.39600 nm
Effective permittivity: 9.849
Arithmetic mean permittivity: 11.95
EOT from arithmetic mean: 0.3264 nm
Mean-k error in EOT: -17.6 %
Layer voltage: 0.30 V
Capacitance per area: 8.720 uF/cm2
Charge per area: 2.616 uC/cm2
Electron density: 1.633e+13 cm^-2
Field at low-k face: 7.576 MV/cm
Field at high-k face: 1.477 MV/cm
Permittivity at half voltage: 8.832
Depth at half voltage: 0.3063 nm
EOT, four uniform steps: 0.3871 nm
EOT, k raised by 2 at mid-layer: 0.3515 nm
EOT, k lowered by 2 at mid-layer: 0.4569 nm
Rough SiO2 breakdown field: 10 MV/cm
Voltage reaching that field: 0.396 V
Silicon permittivity: 11.7
Silicon masses, normal and in-plane: 0.92, 0.19 m0
Field in silicon well: 1.263 MV/cm
Subband energy E1: 0.204 eV
Filling energy EF: 0.103 eV
Gap to second subband: 0.152 eV
Gap to other valleys: 0.141 eV
Thermal energy at 300 K: 0.0259 eV
Added EOT, subband shift: 0.179 nm
Added EOT, subband filling: 0.136 nm
EOT with silicon response: 0.71 nm
Rough band offsets: 3.1, 1.5 eV
Rough barrier mass: 0.4 m0
Rough gate kinetic energy: 5.0 eV
Transmission, WKB: 1.4e-04
Transmission, full scattering: 1.9e-04
Attempt frequency: 4.3e+13 Hz
Leakage current, rough: 2e+04 A/cm2
Leakage-capacitance crossover: 1e+09 Hz
```
